# A tangent triangle in place of a parabolic Schottky barrier: verification in Python

```python
# Result under test: for a depletion barrier U(x) = Eb (1 - x/W)^2 the WKB
# exponent b = 2 * integral of kappa dx at the bulk band edge (E = 0) falls
# to 2/3 of its value when U is replaced by its tangent at the metal, x = 0.
# Eb: band bending (eV), W: depletion width (nm), N: donor density (nm^-3),
# kappa = sqrt(2 m (U - E)) / hbar, E00 = (hbar q / 2) sqrt(N / (m eps)).
# Lengths are in nm and energies in eV unless a name says otherwise.
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18    # hbar^2/(2 m0), eV nm^2
Q = sc.e / sc.epsilon_0 * 1e9                   # q^2/eps0, eV nm
KB = sc.k / sc.e                                # eV/K

# Rough typical values for nickel silicide on n-type (100) silicon
phi_b, N_cm3, eps_r = 0.65, 1e19, 11.7
m_t, m_l, gap, T_cold, T_room = 0.19, 0.92, 1.17, 77.0, 300.0
N = N_cm3 * 1e-21
m_dos = (36 * m_l * m_t**2) ** (1 / 3)          # six valleys together


def band_density(T):
    return 2 * (m_dos * KB * T / (4 * math.pi * HB)) ** 1.5


def electron_density(mu, T):
    """Electrons per nm^3; mu is the Fermi level above the local band edge."""
    eta = np.atleast_1d(mu) / (KB * T)
    y = np.linspace(0, 10, 801)
    f = 2 * y**2 / (1 + np.exp(y**2 - eta[:, None]))
    return band_density(T) * 2 / math.sqrt(math.pi) * trapezoid(f, y, axis=1)


def fermi_level(T):
    return brentq(lambda mu: electron_density(mu, T)[0] - N,
                  -10 * KB * T, 15 * KB * T, xtol=1e-15)


def width(Eb, dens):
    return math.sqrt(2 * eps_r * Eb / (Q * dens))


def parabola(Eb, W):
    return lambda x: Eb * (1 - x / W) ** 2


def tangent(profile):
    """Tangent at x = 0 from a central difference; returns line and slope."""
    h = 1e-3
    slope = (profile(h) - profile(-h)) / (2 * h)
    return (lambda x: profile(0.0) + slope * x), slope


def wkb(profile, x1, x2, E=0.0, mass=m_t, Eg=math.inf):
    def kappa(x):
        u = max(profile(x) - E, 0.0)
        return math.sqrt(mass * u * (1 - u / Eg) / HB)
    return 2 * quad(kappa, x1, x2, limit=200, epsabs=1e-10, epsrel=1e-9)[0]


def shape_parabola(e):
    s = np.sqrt(1 - e)
    return s - e * np.arctanh(s)


def shape_triangle(e):
    return 2 / 3 * (1 - e) ** 1.5


# Electron statistics: the dilute limit must be the Boltzmann law
dilute = electron_density(-10 * KB * T_room, T_room)[0]
assert abs(dilute / (band_density(T_room) * math.exp(-10)) - 1) < 1e-4

zeta = fermi_level(T_cold)
Eb = phi_b + zeta
W = width(Eb, N)
par = parabola(Eb, W)
tri, slope = tangent(par)
x_tri = -Eb / slope

# The parabola must follow from the donor charge by direct integration
for x in (0.0, 0.3 * W, 0.8 * W):
    direct = Q * N / eps_r * quad(lambda z: z - x, x, W)[0]
    assert abs(direct - par(x)) < 1e-9
assert abs(x_tri / W - 0.5) < 1e-8

# Exponents by quadrature against the closed forms
b_par = wkb(par, 0, W)
b_tri = wkb(tri, 0, x_tri)
b_chord = wkb(lambda x: Eb * (1 - x / W), 0, W)
E00 = (sc.hbar * sc.e / 2 * math.sqrt(N_cm3 * 1e6 /
       (m_t * sc.m_e * eps_r * sc.epsilon_0))) / sc.e
assert abs(b_par * E00 / Eb - 1) < 1e-7
assert abs(b_tri / b_par - 2 / 3) < 1e-6
assert abs(b_chord / b_par - 4 / 3) < 1e-6

# Other energies, and the approach to 1 near the barrier top
for e in (0.02, 0.2, 0.5, 0.9):
    q_par = wkb(par, 0, W * (1 - math.sqrt(e)), E=e * Eb)
    q_tri = wkb(tri, 0, x_tri * (1 - e), E=e * Eb)
    assert abs(q_par / (b_par * shape_parabola(e)) - 1) < 1e-5
    assert abs(q_tri / (b_par * shape_triangle(e)) - 1) < 1e-5
e_top = 0.96
q_ratio = (wkb(tri, 0, x_tri * (1 - e_top), E=e_top * Eb) /
           wkb(par, 0, W * (1 - math.sqrt(e_top)), E=e_top * Eb))
assert abs(q_ratio - (1 - (1 - e_top) / 5)) < 5e-4


# Doping that the triangle needs to reproduce the parabola's exponent
def triangle_exponent(dens):
    line, k = tangent(parabola(Eb, width(Eb, dens)))
    return wkb(line, 0, -Eb / k)


N_inferred = brentq(lambda d: triangle_exponent(d) - b_par, 0.1 * N, N)
assert abs(N_inferred / N - 4 / 9) < 1e-5


def wave_growth(lam, v, length):
    """Band-edge wave from the flat region (psi = 1, psi' = 0) to the metal:
    psi'' = lam^2 v(t) psi. Returns ln psi^2 and ln (psi'/lam)^2."""
    sol = solve_ivp(lambda t, y: [lam * y[1], lam * v(t) * y[0]],
                    (0, length), [1.0, 0.0], method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    return 2 * np.log(np.abs(sol.y[:, -1]))


def both_waves(lam):
    return (wave_growth(lam, lambda t: t * t, 1.0),
            wave_growth(lam, lambda t: 2 * t, 0.5))


# Growth rate of the true wave; power-law prefactors leave about 0.002 here
p200, t200 = both_waves(200.0)
p400, t400 = both_waves(400.0)
rate_par = (p400[0] - p200[0]) / 200
rate_tri = (t400[0] - t200[0]) / 200
assert abs(rate_par - 1) < 3e-3 and abs(rate_tri - 2 / 3) < 3e-3
assert abs(rate_tri / rate_par - 2 / 3) < 1e-3

# Transmission error of the triangle from the true wave: the two values
# bracket the result for every metal wave number
p_ex, t_ex = both_waves(b_par)
wave_factors = np.exp(p_ex - t_ex)
wkb_factor = math.exp(b_par - b_tri)
assert np.all(wave_factors > wkb_factor / 3)
assert np.all(wave_factors < wkb_factor * 3)


def mean_energy(T):
    """Mean normal energy of the flux from semiconductor to metal."""
    mu = fermi_level(T)
    bend = phi_b + mu
    E = np.linspace(1e-6, 0.999 * bend, 40001)
    flux = np.log1p(np.exp((mu - E) / (KB * T)))
    flux = flux * np.exp(-bend / E00 * shape_parabola(E / bend))
    mean = trapezoid(E * flux, E) / trapezoid(flux, E)
    e = mean / bend
    return mu, mean, shape_triangle(e) / shape_parabola(e)


_, E_cold, r_cold = mean_energy(T_cold)
mu_room, E_room, r_room = mean_energy(T_room)
assert E_cold < E_room and 2 / 3 < r_cold < r_room < 1

# Image force, static permittivity
C_im = Q / (16 * math.pi * eps_r)
x_pk = math.sqrt(C_im / abs(slope))


def with_image(profile, x_out):
    V = lambda x: profile(x) - C_im / x
    a = brentq(V, 1e-3, x_pk)
    c = brentq(V, x_pk, x_out)
    return wkb(V, a, c), max(V(x) for x in np.linspace(a, c, 4001))


b_par_im, top_im = with_image(par, W)
b_tri_im, _ = with_image(tri, x_tri)
assert b_par_im < b_par and b_tri_im < b_tri

# Mobile electrons: slope of the band from the first integral of Poisson
t = np.linspace(0, 1, 2001)
u = Eb * t**2


def screened_exponent(n):
    G = cumulative_trapezoid((N - n) * 2 * Eb * t, t, initial=0)
    grad = np.sqrt(2 * Q / eps_r * G[1:])
    f = 2 * np.sqrt(m_t * u[1:] / HB) / grad * 2 * Eb * t[1:]
    return trapezoid(np.concatenate(([f[0]], f)), t), grad[-1]


b_empty, grad_empty = screened_exponent(np.zeros_like(t))
assert abs(b_empty / b_par - 1) < 2e-3
assert abs(grad_empty / abs(slope) - 1) < 1e-5
n_u = electron_density(zeta - u, T_cold)
b_par_mob, grad_mob = screened_exponent(n_u * N / n_u[0])
b_tri_mob = wkb(lambda x: Eb - grad_mob * x, 0, Eb / grad_mob)
assert b_par_mob > b_par

# Two-band dispersion, masses of other valleys, random donors
b_par_2b = wkb(par, 0, W, Eg=gap)
b_tri_2b = wkb(tri, 0, x_tri, Eg=gap)
assert b_par_2b < b_par
b_heavy = wkb(par, 0, W, mass=m_l)
m_111 = 3 / (1 / m_l + 2 / m_t)
b_111 = wkb(par, 0, W, mass=m_111)
count = N * W**3
spread = 1 / math.sqrt(count)
b_rich = wkb(parabola(Eb, width(Eb, N * (1 + spread))), 0,
             width(Eb, N * (1 + spread)))
b_poor = wkb(parabola(Eb, width(Eb, N * (1 - spread))), 0,
             width(Eb, N * (1 - spread)))
assert b_rich < b_par < b_poor
assert Eb < gap

print(f"Barrier height (rough input): {phi_b:.2f} eV")
print(f"Donor density (rough input): {N_cm3:.1e} cm^-3")
print(f"Relative permittivity (rough input): {eps_r:.1f}")
print(f"Transverse, longitudinal mass (input): {m_t:.2f}, {m_l:.2f} m0")
print(f"Band gap (rough input): {gap:.2f} eV")
print(f"Temperatures (input): {T_cold:.0f} K, {T_room:.0f} K")
print(f"Fermi level above band edge, 77 K: {zeta*1e3:.1f} meV")
print(f"Band bending Eb: {Eb:.4f} eV")
print(f"Depletion width W: {W:.3f} nm")
print(f"Triangle width: {x_tri:.3f} nm")
print(f"Interface field: {abs(slope)*10:.3f} MV/cm")
print(f"kappa at the metal: {math.sqrt(m_t*Eb/HB):.4f} nm^-1")
print(f"E00: {E00*1e3:.2f} meV")
print(f"Exponent, parabola: {b_par:.3f}")
print(f"Exponent, tangent triangle: {b_tri:.3f}")
print(f"Ratio tangent triangle/parabola: {b_tri/b_par:.6f}")
print(f"Exponent, chord triangle: {b_chord:.3f}")
print(f"Ratio chord triangle/parabola: {b_chord/b_par:.6f}")
print(f"WKB transmission, parabola: {math.exp(-b_par):.3e}")
print(f"WKB transmission, triangle: {math.exp(-b_tri):.3e}")
print(f"WKB transmission too large by factor: {wkb_factor:.1f}")
print(f"Doping inferred with triangle: {N_inferred*1e21:.3e} cm^-3")
for e in (0.02, 0.2, 0.5, 0.9):
    r = shape_triangle(e) / shape_parabola(e)
    print(f"Exponent ratio at E/Eb = {e:.2f}: {r:.4f}")
print(f"Wave growth rate, parabola: {rate_par:.4f}")
print(f"Wave growth rate, triangle: {rate_tri:.4f}")
print("True-wave transmission factor, bracket: "
      f"{min(wave_factors):.1f} to {max(wave_factors):.1f}")
print(f"Mean tunnelling energy, 77 K: {E_cold*1e3:.1f} meV")
print(f"Exponent ratio at that energy: {r_cold:.4f}")
print(f"Fermi level from band edge, 300 K: {mu_room*1e3:.1f} meV")
print(f"Mean tunnelling energy, 300 K: {E_room*1e3:.1f} meV")
print(f"Exponent ratio at that energy: {r_room:.4f}")
print(f"Image-force lowering of the top: {Eb-top_im:.3f} eV")
print(f"Image force: parabola, triangle: {b_par_im:.2f}, {b_tri_im:.2f}")
print(f"Image force: ratio: {b_tri_im/b_par_im:.3f}")
print(f"Mobile electrons: parabola-like barrier: {b_par_mob:.2f}")
print(f"Mobile electrons: tangent triangle: {b_tri_mob:.2f}")
print(f"Mobile electrons: ratio: {b_tri_mob/b_par_mob:.3f}")
print(f"Two-band: parabola, triangle: {b_par_2b:.2f}, {b_tri_2b:.2f}")
print(f"Two-band: ratio: {b_tri_2b/b_par_2b:.3f}")
print(f"Exponent, heavy-mass valleys on (100): {b_heavy:.2f}")
print(f"Tunnelling mass on (111): {m_111:.3f} m0")
print(f"Exponent, parabola on (111): {b_111:.2f}")
print(f"Donors in a cube of side W: {count:.1f}")
print(f"Exponent, donor-rich and -poor: {b_rich:.1f}, {b_poor:.1f}")
print(f"Band bending / gap: {Eb/gap:.2f}")
print("all assertions hold")
```

Output:

```
Barrier height (rough input): 0.65 eV
Donor density (rough input): 1.0e+19 cm^-3
Relative permittivity (rough input): 11.7
Transverse, longitudinal mass (input): 0.19, 0.92 m0
Band gap (rough input): 1.17 eV
Temperatures (input): 77 K, 300 K
Fermi level above band edge, 77 K: 13.2 meV
Band bending Eb: 0.6632 eV
Depletion width W: 9.261 nm
Triangle width: 4.630 nm
Interface field: 1.432 MV/cm
kappa at the metal: 1.8186 nm^-1
E00: 39.38 meV
Exponent, parabola: 16.841
Exponent, tangent triangle: 11.227
Ratio tangent triangle/parabola: 0.666667
Exponent, chord triangle: 22.455
Ratio chord triangle/parabola: 1.333333
WKB transmission, parabola: 4.853e-08
WKB transmission, triangle: 1.330e-05
WKB transmission too large by factor: 274.2
Doping inferred with triangle: 4.444e+18 cm^-3
Exponent ratio at E/Eb = 0.02: 0.6902
Exponent ratio at E/Eb = 0.20: 0.7876
Exponent ratio at E/Eb = 0.50: 0.8847
Exponent ratio at E/Eb = 0.90: 0.9795
Wave growth rate, parabola: 0.9983
Wave growth rate, triangle: 0.6655
True-wave transmission factor, bracket: 153.8 to 154.2
Mean tunnelling energy, 77 K: 15.2 meV
Exponent ratio at that energy: 0.6928
Fermi level from band edge, 300 K: -22.8 meV
Mean tunnelling energy, 300 K: 145.2 meV
Exponent ratio at that energy: 0.7998
Image-force lowering of the top: 0.131 eV
Image force: parabola, triangle: 15.87, 10.52
Image force: ratio: 0.663
Mobile electrons: parabola-like barrier: 18.03
Mobile electrons: tangent triangle: 11.31
Mobile electrons: ratio: 0.627
Two-band: parabola, triangle: 14.16, 9.06
Two-band: ratio: 0.640
Exponent, heavy-mass valleys on (100): 37.06
Tunnelling mass on (111): 0.258 m0
Exponent, parabola on (111): 19.64
Donors in a cube of side W: 7.9
Exponent, donor-rich and -poor: 14.5, 21.0
Band bending / gap: 0.57
all assertions hold
```
